**Deformation of a conducting embryo in a weak electric field**

For a neutral, perfectly conducting embryo of fixed volume, the small-field deformation is (L − W)/(L + W) = 9εE²a/(16γ). Here L and W are the length along the field and the width, a is the radius of the sphere of equal volume, ε is the host permittivity, E is the distant field and γ is the interface tension. The program asserts the area and dipole coefficients from deformed shapes, the small-field limit from a separate stress balance, and the energy gain from spheroid energies. It also asserts that the spheroid dipole formula agrees with a boundary solution, and that spheroid and stress-balance deformations agree within 3% at three finite fields. The stress balance gives a limiting coefficient of 0.56248, against 9/16 = 0.56250. In the spheroid model the equilibrium branch ends at εE²a/γ = 0.2044. For a 10 nm silver-like embryo in silicon dioxide at 2 MV/cm, the deformation is 0.0078 and L − W is 0.31 nm. The output also sizes the neglected effects; the largest is the elastic stiffness of an unrelaxed host, about 300 times the capillary stiffness.

## Check in Python

```python
"""
Conducting embryo of fixed volume in a uniform field: test of
    (L - W)/(L + W) = (9/16) x,   x = eps E^2 a / gamma,   for x << 1.
L, W: full length along the field and full width; a: radius of the sphere of
equal volume; eps: absolute permittivity of the host; gamma: interface tension.
Reduced units in the functions: a = 1, applied field = 1, eps = 1.
Shapes are r(u), u = cos(theta), given by Legendre coefficients.
The dipole moment is 4 pi eps a^3 E times the reduced dipole A1.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legval, legder
from scipy import constants as const
from scipy.optimize import fsolve, brentq, minimize_scalar
from scipy.special import zeta, spherical_in

g_nodes, g_weights = leggauss(40)
u = 0.5 * (g_nodes + 1.0)          # upper half of the embryo is enough
w = 0.5 * g_weights
sin_t = np.sqrt(1.0 - u**2)
ODD = np.arange(1, 16, 2)


def unit(l):
    return np.array([0.0] * l + [1.0])


def fixed_volume(coef):
    """Scale a shape to the volume of the unit sphere."""
    coef = np.asarray(coef, dtype=float)
    return coef / np.sum(w * legval(u, coef)**3)**(1.0 / 3.0)


def geometry(coef):
    """Radius, normal components, line element and total curvature."""
    r = legval(u, coef)
    r_u = legval(u, legder(coef))
    r_uu = legval(u, legder(coef, 2))
    r_t = -sin_t * r_u
    r_tt = sin_t**2 * r_uu - u * r_u
    g = np.sqrt(r**2 + r_t**2)
    curvature = (r**2 + 2 * r_t**2 - r * r_tt) / g**3 + (1 + u * r_u / r) / g
    return r, r / g, -r_t / g, g, curvature


def area(coef):
    r, _, _, g, _ = geometry(coef)
    return 4 * np.pi * np.sum(w * r * g)


def solve_field(coef, depth=0.0):
    """Exterior potential with phi = depth * dphi/dn on the surface.
    depth = 0 is a perfect conductor. Returns multipoles and normal field."""
    r, n_r, n_t, _, _ = geometry(coef)
    value, slope = [], []
    for l in ODD:
        p = legval(u, unit(l))
        p_u = legval(u, legder(unit(l)))
        value.append(p / r**(l + 1))
        slope.append((-(l + 1) * p * n_r - sin_t * p_u * n_t) / r**(l + 2))
    value, slope = np.array(value).T, np.array(slope).T
    value0, slope0 = -r * u, -u * n_r + sin_t * n_t
    multipoles = np.linalg.lstsq(value - depth * slope,
                                 -(value0 - depth * slope0), rcond=None)[0]
    return multipoles, -(slope0 + slope @ multipoles)


def free_shape(x):
    """Shape from local normal-stress balance, no spheroid assumed."""
    def build(s):
        return fixed_volume([1, 0, s[0], 0, s[1], 0, s[2], 0, s[3]])

    def residual(s):
        coef = build(s)
        normal_field = solve_field(coef)[1]
        stress = geometry(coef)[4] - 0.5 * x * normal_field**2
        return [np.sum(w * stress * legval(u, unit(l))) for l in (2, 4, 6, 8)]

    s, _, flag, message = fsolve(residual, [0.75 * x, 0, 0, 0],
                                 xtol=1e-11, full_output=True)
    assert np.max(np.abs(residual(s))) < 1e-9, message
    return build(s), s


def deformation(coef):
    pole, equator = legval(1.0, coef), legval(0.0, coef)
    return (pole - equator) / (pole + equator)


# Prolate spheroids of unit-sphere volume, k = length / width
def spheroid_area(k):
    b, c, e = k**(-1 / 3), k**(2 / 3), np.sqrt(1 - 1 / k**2)
    return 2 * np.pi * b**2 * (1 + c / (b * e) * np.arcsin(e))


def spheroid_dipole(k):
    e = np.sqrt(1 - 1 / k**2)
    depolarization = (1 - e**2) / e**3 * (np.arctanh(e) - e)
    return 1 / (3 * depolarization)


def spheroid_x(k, h=1e-4):
    """Field parameter at which the spheroid k makes the energy stationary."""
    d_area = spheroid_area(k + h) - spheroid_area(k - h)
    d_dipole = spheroid_dipole(k + h) - spheroid_dipole(k - h)
    return d_area / (2 * np.pi * d_dipole)


turn = minimize_scalar(lambda k: -spheroid_x(k), bounds=(1.2, 3.0),
                       method="bounded")
k_turn, x_turn = turn.x, -turn.fun
assert 1.3 < k_turn < 2.9 and spheroid_x(2.95) < x_turn


def spheroid_k(x):
    return brentq(lambda k: spheroid_x(k) - x, 1.002, k_turn)


# Coefficients of surface energy and dipole, from actual deformed shapes
s_small = 0.005
plus = fixed_volume([1, 0, s_small])
minus = fixed_volume([1, 0, -s_small])
area_coef = ((area(plus) + area(minus)) / (8 * np.pi) - 1) / s_small**2


def dipole_slope(depth):
    return (solve_field(plus, depth)[0][0]
            - solve_field(minus, depth)[0][0]) / (2 * s_small)


dipole_coef = dipole_slope(0.0)
assert abs(area_coef - 2 / 5) < 1e-3
assert abs(dipole_coef - 6 / 5) < 1e-3

# Depolarization formula against the boundary solution for a spheroid
k_test = 1.2
ecc2 = 1 - 1 / k_test**2
full_radius = k_test**(-1 / 3) / np.sqrt(1 - ecc2 * u**2)
spheroid_coef = np.zeros(21)
for l in range(0, 21, 2):
    spheroid_coef[l] = (2 * l + 1) * np.sum(w * full_radius * legval(u, unit(l)))
dipole_boundary = solve_field(spheroid_coef)[0][0]
assert abs(dipole_boundary / spheroid_dipole(k_test) - 1) < 1e-4

# Small-field limit from forces, extrapolated to remove the term linear in x
ratio = [deformation(free_shape(x)[0]) / x for x in (0.004, 0.002)]
limit_force = 2 * ratio[1] - ratio[0]
assert abs(limit_force - 9 / 16) < 5e-4

# The fourth harmonic is not driven at first order: halving x divides it by 4
s4_ratio = free_shape(0.02)[1][1] / free_shape(0.01)[1][1]
assert 3.5 < s4_ratio < 5.0

# Energy gain at the minimum, from exact spheroid energies
x_e = 0.004
k_e = spheroid_k(x_e)
gain = (4 * np.pi - 2 * np.pi * x_e
        - spheroid_area(k_e) + 2 * np.pi * x_e * spheroid_dipole(k_e))
gain_ratio = gain / (0.9 * np.pi * x_e**2)
assert abs(gain_ratio - 1) < 0.02

# Finite field: stress balance against spheroid energy
table = []
for x in (0.02, 0.05, 0.10):
    k = spheroid_k(x)
    d_free, d_sph = deformation(free_shape(x)[0]), (k - 1) / (k + 1)
    assert abs(d_free / d_sph - 1) < 0.03
    table.append((x, 9 * x / 16, d_sph, d_free))

# Worked example: rough values for a silver-like embryo in silicon dioxide
a = 10e-9
field = 2e8
eps_r = 3.9
gamma = 1.0
film = 50e-9
temperature = 300.0
shear_modulus = 30e9
breakdown = 1e9
electron_density = 5.9e28
barrier_eV, mass_ratio = 3.5, 0.4
eps = eps_r * const.epsilon_0
x_ex = eps * field**2 * a / gamma
D_ex = 9 * x_ex / 16
s_ex = 4 * D_ex / 3
shape_ex = free_shape(x_ex)[0]
D_full = deformation(shape_ex)
gain_ex = 0.9 * np.pi * gamma * a**2 * x_ex**2
kT = const.k * temperature
D_thermal = 0.75 * np.sqrt(5 * kT / (16 * np.pi * gamma * a**2))

image_factor = 1 / (1 - 4 * zeta(3) * (a / film)**3)

fermi = const.hbar**2 * (3 * np.pi**2 * electron_density)**(2 / 3) / (2 * const.m_e)
screening = np.sqrt(2 * const.epsilon_0 * fermi
                    / (3 * const.e**2 * electron_density))
depth = eps_r * screening / a
screen_factor = dipole_slope(depth) / dipole_coef
# First-order law for a shifted surface, and the screened-sphere solution
assert abs(dipole_slope(1e-3) / dipole_coef - (1 - 2e-3)) < 1e-4
z = a / screening
q = z * spherical_in(1, z, derivative=True) / spherical_in(1, z) / eps_r
sphere_screened = (q - 1) / (q + 2)
sphere_shifted = solve_field(np.array([1.0, 0, 0]), depth)[0][0]
assert abs(sphere_screened - sphere_shifted) < 2e-3

multipoles = solve_field(shape_ex)[0]
pole_radius = legval(1.0, shape_ex)
pole_factor = 1 + np.sum((ODD + 1) * multipoles / pole_radius**(ODD + 2))
pole_field = pole_factor * field
barrier = barrier_eV * const.e
exponent = (4 * np.sqrt(2 * mass_ratio * const.m_e) * barrier**1.5
            / (3 * const.hbar * const.e * pole_field))
current = (const.e**3 * pole_field**2 / (8 * np.pi * const.h * barrier * mass_ratio)
           * np.exp(-exponent))

print("TESTS OF THE DERIVATION")
print(f"area coefficient of s^2 (2/5 expected): {area_coef:.5f}")
print(f"dipole coefficient of s (6/5 expected): {dipole_coef:.5f}")
print(f"small-field D/x from stress balance: {limit_force:.5f}; 9/16 = {9/16:.5f}")
print(f"P4 amplitude ratio, x = 0.02 to x = 0.01: {s4_ratio:.3f}")
print(f"energy gain / formula at x = {x_e}: {gain_ratio:.4f}")
print(f"dipole of spheroid L/W = {k_test}: boundary {dipole_boundary:.6f}, "
      f"formula {spheroid_dipole(k_test):.6f}")
print("FINITE FIELD: x, D linear, D spheroid, D stress balance")
for row in table:
    print("  {:.2f}  {:.5f}  {:.5f}  {:.5f}".format(*row))
print(f"spheroid branch ends at x = {x_turn:.4f}, L/W = {k_turn:.3f}")
print("EXAMPLE INPUTS (rough)")
print(f"radius a = {a*1e9:.0f} nm, film thickness = {film*1e9:.0f} nm")
print(f"applied field = {field/1e8:.1f} MV/cm, voltage = {field*film:.1f} V")
print(f"relative permittivity = {eps_r}, tension = {gamma:.1f} J/m^2")
print(f"temperature = {temperature:.0f} K, shear modulus = {shear_modulus/1e9:.0f} GPa")
print(f"breakdown field = {breakdown/1e8:.0f} MV/cm")
print(f"electron density = {electron_density/1e6:.2e} cm^-3")
print(f"barrier = {barrier_eV} eV, tunnelling mass = {mass_ratio} m_e")
print("EXAMPLE RESULTS")
print(f"eps E^2 = {eps*field**2/1e6:.3f} MPa, gamma/a = {gamma/a/1e6:.1f} MPa")
print(f"x = {x_ex:.5f}, s = {s_ex:.5f}")
print(f"deformation D (linear law) = {D_ex:.5f}")
print(f"L - W = {3*a*s_ex*1e9:.3f} nm")
print(f"L = {2*a*(1+s_ex)*1e9:.3f} nm, W = {2*a*(1-s_ex/2)*1e9:.3f} nm")
print(f"energy gain = {gain_ex/const.e:.3f} eV, kT = {kT/const.e:.4f} eV")
print("NEGLECTED EFFECTS")
print(f"D with nonlinearity = {D_full:.5f}, change = {100*(D_full/D_ex-1):+.2f} %")
print(f"thermal rms D of this mode = {D_thermal:.5f}")
print(f"electrode images: field {100*(image_factor-1):+.2f} %, "
      f"D {100*(image_factor**2-1):+.2f} %")
print(f"screening length = {screening*1e9:.4f} nm, "
      f"surface shift d = {depth*a*1e9:.3f} nm")
print(f"screening: D {100*(screen_factor-1):+.2f} %, "
      f"estimate -2d/a = {-200*depth:+.2f} %")
print(f"pole field = {pole_field/1e8:.3f} MV/cm = {pole_factor:.4f} E")
print(f"pole field / breakdown field = {pole_field/breakdown:.3f}")
print(f"tunnelling exponent = {exponent:.1f}, current = {current/1e4:.1e} A/cm^2")
print(f"elastic to capillary stiffness mu a/gamma = {shear_modulus*a/gamma:.0f}")
print("OK")
```

Running it gives:

```
TESTS OF THE DERIVATION
area coefficient of s^2 (2/5 expected): 0.39999
dipole coefficient of s (6/5 expected): 1.19999
small-field D/x from stress balance: 0.56248; 9/16 = 0.56250
P4 amplitude ratio, x = 0.02 to x = 0.01: 4.147
energy gain / formula at x = 0.004: 1.0067
dipole of spheroid L/W = 1.2: boundary 1.164982, formula 1.164982
FINITE FIELD: x, D linear, D spheroid, D stress balance
  0.02  0.01125  0.01166  0.01166
  0.05  0.02813  0.03096  0.03095
  0.10  0.05625  0.06991  0.06984
spheroid branch ends at x = 0.2044, L/W = 1.839
EXAMPLE INPUTS (rough)
radius a = 10 nm, film thickness = 50 nm
applied field = 2.0 MV/cm, voltage = 10.0 V
relative permittivity = 3.9, tension = 1.0 J/m^2
temperature = 300 K, shear modulus = 30 GPa
breakdown field = 10 MV/cm
electron density = 5.90e+22 cm^-3
barrier = 3.5 eV, tunnelling mass = 0.4 m_e
EXAMPLE RESULTS
eps E^2 = 1.381 MPa, gamma/a = 100.0 MPa
x = 0.01381, s = 0.01036
deformation D (linear law) = 0.00777
L - W = 0.311 nm
L = 20.207 nm, W = 19.896 nm
energy gain = 0.337 eV, kT = 0.0259 eV
NEGLECTED EFFECTS
D with nonlinearity = 0.00796, change = +2.49 %
thermal rms D of this mode = 0.00152
electrode images: field +4.00 %, D +8.16 %
screening length = 0.0587 nm, surface shift d = 0.229 nm
screening: D -4.33 %, estimate -2d/a = -4.58 %
pole field = 6.077 MV/cm = 3.0386 E
pole field / breakdown field = 0.608
tunnelling exponent = 46.5, current = 2.5e-13 A/cm^2
elastic to capillary stiffness mu a/gamma = 300
OK
```
